# Interstitial supersaturation in equilibrium with an extended defect

**Q.** Implantation leaves excess interstitials near the end of the ion range, and on annealing they gather into loops and other extended defects. You say such a defect fixes the concentration of free interstitials around it. Concentration compared with what?

**A.** With the concentration in equilibrium with a free surface at the same temperature. Let a piece of crystal have $M$ interstitial sites and hold $N$ free interstitials. With an asterisk for surface equilibrium, the supersaturation is

$$S=\frac{\langle N\rangle}{\langle N\rangle^*}.$$

I take one kind of interstitial, dilute and without mutual interaction, and leave vacancies out of the count. The algebra is in atomic units, with $kT$ an energy; numbers are in eV and angstrom.

**Q.** Then start with the denominator. What does the surface do?

**A.** It supplies atoms. Taking an atom from a surface step leaves another step like the first, so the surface is unchanged and the cost is that of the interstitial alone. Call this formation free energy $f$; it includes the vibrational entropy but not the choice of site. There are $\binom{M}{N}$ ways to place $N$ interstitials, so

$$P^*(N)\propto\binom{M}{N}e^{-Nf/kT}.$$

Neighbouring binomials have the ratio $\binom{M}{N}/\binom{M}{N-1}=(M-N+1)/N$. Therefore

$$N\,P^*(N)=(M-N+1)\,e^{-f/kT}\,P^*(N-1).$$

Sum over $N$ from 1 to $M$. The left side is $\langle N\rangle^*$. On the right put $N'=N-1$, so that the factor becomes $M-N'$, which vanishes at the missing term $N'=M$. Hence

$$\langle N\rangle^*=e^{-f/kT}\left(M-\langle N\rangle^*\right)\approx M e^{-f/kT},$$

where the last form holds for $\langle N\rangle^*\ll M$.

**Q.** Now put in the defect. Does its energy per atom simply replace the zero level set by the surface?

**A.** We need the energy that changes when one atom is exchanged. Let the defect hold $n$ added atoms and have formation free energy $F(n)$, measured from perfect crystal containing the same atoms. The cost of its last atom is

$$D(n)=F(n)-F(n-1).$$

Close the box, so that the defect and the matrix share a fixed number $Q=n+N$ of added atoms. I assume that the number of places and orientations open to the defect does not depend on $n$; it then cancels from the probabilities:

$$P(N)\propto\binom{M}{N}\,e^{-Nf/kT}\,e^{-F(Q-N)/kT}.$$

Going from $N-1$ to $N$ free interstitials shrinks the defect from $Q-N+1$ to $Q-N$ atoms. The free energy rises by $f$ and falls by $D(Q-N+1)$. The ratio of neighbouring probabilities now gives

$$N\,P(N)=(M-N+1)\,e^{-[f-D(Q-N+1)]/kT}\,P(N-1).$$

Sum over $N$ from 1 to $Q$, again with $N'=N-1$:

$$\langle N\rangle=e^{-f/kT}\sum_{N'=0}^{Q-1}(M-N')\,e^{D(Q-N')/kT}\,P(N').$$

The argument $Q-N'$ is the present size of the defect. The missing term $N'=Q$ is the state with no defect left, whose weight is negligible if the defect persists. For $N'\ll M$,

$$\langle N\rangle\approx M e^{-f/kT}\left\langle e^{D(n)/kT}\right\rangle .$$

Dividing by the surface value removes both $M$ and $f$:

$$S=\left\langle e^{D(n)/kT}\right\rangle .$$

If $D$ changes by much less than $kT$ over the sizes that occur, the average may be dropped:

$$\boxed{S=e^{D/kT}},\qquad D\approx\frac{dF}{dn}.$$

**Q.** Why may the difference be replaced by a derivative?

**A.** A Taylor expansion gives $D(n)=F'(n)-\tfrac12F''(n)+\dots$, so the relative change in $S$ is about $|F''|/2kT$. This is small for a large, smooth defect. For a small cluster, $D$ may jump from one size to the next. One must then keep the differences and the average. Because the exponential is convex, that average is at least $e^{\langle D\rangle/kT}$.

**Q.** You began with free energies. The claim I had heard was about energy.

**A.** It needs a condition. Suppose each atom in the defect brings an extra partition-function factor $w$, relative to an atom in perfect crystal. If $E(n)$ is the defect's energy, then

$$F(n)=E(n)-n\,kT\ln w .$$

Differentiating and inserting the result gives

$$S=\exp\left(\frac{1}{kT}\frac{dE}{dn}-\ln w\right)=\frac1w\,e^{(dE/dn)/kT}.$$

The energy alone suffices when $w=1$. For classical vibrations this means that an added atom has the same entropy in the defect as in the crystal. A classical vibration of frequency $\omega$ has partition function $kT/\omega$ in atomic units, so softer vibrations in the defect make $w>1$ and lower the supersaturation.

**Q.** I still do not see why the average energy $E/n$ would be wrong. For a large defect, surely the two agree.

**A.** They approach each other slowly. Take a circular faulted loop of radius $R$, with fault energy $\gamma$ per area, constant line energy $\tau$ per length and $\sigma$ added atoms per area:

$$n=\sigma\pi R^2,\qquad E=\gamma\pi R^2+2\pi R\tau .$$

The cost of the next atom follows from the chain rule:

$$\frac{dE}{dn}=\frac{dE/dR}{dn/dR}=\frac{2\pi R\gamma+2\pi\tau}{2\pi R\sigma}=\frac{\gamma}{\sigma}+\frac{\tau}{\sigma R}.$$

The average is

$$\frac En=\frac{\gamma\pi R^2+2\pi R\tau}{\sigma\pi R^2}=\frac{\gamma}{\sigma}+\frac{2\tau}{\sigma R}.$$

The perimeter grows as $\sqrt n$, so its marginal cost is half its average cost. Equilibrium concerns the next exchange; the energy already spent on the rest of the perimeter does not enter.

**Q.** Give me numbers, so that I can judge whether a factor of two in one term matters.

**A.** Take round model parameters, attached to no material: $\gamma=0.004$ eV/angstrom², $\tau=1.2$ eV/angstrom, $\sigma=0.16$ angstrom$^{-2}$, $kT=0.1$ eV and $w=1$. Then $\gamma/\sigma=0.025$ eV and $\tau/\sigma=7.5$ eV angstrom. At $R=50$ angstrom,

$$\frac{dE}{dn}=0.025+\frac{7.5}{50}=0.175\ \text{eV},\qquad S=e^{1.75}=5.75 .$$

The cost is 0.00643 hartree. The average cost is $0.025+0.300=0.325$ eV. Put in the exponent, it would give about 26, too large by a factor of about 4.5. Other radii give:

| $R$ (angstrom) | $dE/dn$ (eV) | $E/n$ (eV) | $S$ |
|---:|---:|---:|---:|
| 20 | 0.400 | 0.775 | 55 |
| 50 | 0.175 | 0.325 | 5.8 |
| 100 | 0.100 | 0.175 | 2.7 |
| 200 | 0.063 | 0.100 | 1.9 |

As $R$ grows, $S$ tends to $e^{\gamma/(\sigma kT)}=1.28$, because every new atom still extends the fault. In this model, a loop without a fault, $\gamma=0$, would tend to $S=1$.

The constant $\tau$ omits the slow logarithmic growth, with $R$, of the elastic energy per length of line. If $\tau$ depends on $R$, differentiating $2\pi R\tau(R)$ replaces $\tau$ in the marginal cost by $\tau+R\,d\tau/dR$. The general result for $S$ is unaffected, but the numbers are not. For $\tau\approx K\ln(R/r_0)$ the extra term is $K$. Isotropic elasticity with silicon-like constants (shear modulus 64 GPa, Poisson ratio 0.28, Burgers vector 3.1 angstrom) gives $K\approx0.43$ eV/angstrom. At the same value of $\tau$ this multiplies $S$ by about 3.9 at 20 angstrom and 1.7 at 50 angstrom, and the marginal line cost becomes about 0.68 of the average, not one half.

**Q.** A real box around one loop may hold less than one free interstitial on average. Can you speak of equilibrium there?

**A.** Yes, as a time average. The derivation summed probabilities and did not require a large $N$. Take $M=10^{12}$ sites, $Q=1257$ shared atoms and $f=3.5$ eV. Summing the weights over all $N$ from 0 to $Q$ gives

$$\langle N\rangle=3.63\times10^{-3},\qquad \langle N\rangle^*=6.31\times10^{-4},$$

with the second value from the corresponding surface sum. Their ratio is 5.8. Most of the time there is no free interstitial in the box, yet the mean is raised by the factor that the loop dictates.

With $f=3.0$ eV the two means become 0.539 and 0.0936, and the ratio is again 5.8. The number of interstitials has risen by a factor of about 150, while the supersaturation has hardly moved. With $f=3.5$ eV and $w=2$, the same sum gives $S=2.9$, half the earlier value.

**Q.** So a high supersaturation need not mean a high concentration?

**A.** It need not. Restoring the denominator gives

$$\frac{\langle N\rangle}{M}=e^{-(f-D)/kT}.$$

The free energy needed to move an atom from the defect to a given site in the matrix, so without the entropy of choosing the site, is $f-D$. For the loop of 50 angstrom and $f=3.5$ eV it is $3.5-0.175=3.325$ eV. If $f$ and $D$ are positive and temperature-independent, with $D<f$, heating lowers $S$ but raises the concentration. If $D$ approaches $f$, this formula gives an occupation near one and the dilute treatment fails; keeping the factor $M-N'$ with constant $D$ gives $1/(e^{(f-D)/kT}+1)$, which tends to one half.

**Q.** Here is my main worry. A larger loop needs a lower supersaturation. If the loop gains an atom by chance, the matrix is then too rich for it, and it should grow further. Is this an equilibrium at all?

**A.** That depends on how strongly the matrix responds. Consider a closed box with many free interstitials. Its total free energy is

$$G(n)=F(n)+Nf-kT\ln\binom MN,\qquad N=Q-n .$$

For $1\ll N\ll M$, Stirling's formula gives $\ln\binom MN\approx N\ln(M/N)+N$, whose derivative with respect to $N$ is $\ln(M/N)$. Since $dN/dn=-1$,

$$G'=F'-f+kT\ln\frac MN=F'-f-kT\ln\frac NM .$$

Setting $G'=0$ gives $N=Me^{-f/kT}e^{F'/kT}$, the same law as before. A second derivative, again with $dN/dn=-1$, gives

$$G''=F''+\frac{kT}{N}.$$

The term $kT/N$ is positive: when the loop takes an atom, the matrix becomes poorer. For the loop with $w=1$, $F''$ follows from $dR/dn=1/(2\pi\sigma R)$:

$$F''=-\frac{\tau}{\sigma R^2}\,\frac1{2\pi\sigma R}=-\frac{\tau}{2n\sigma R},$$

where $\pi\sigma R^2=n$ was used. This negative term is your runaway. The equilibrium is stable if $kT/N$ exceeds its magnitude.

**Q.** Can both cases occur in one box?

**A.** They can. Take $M=10^{17}$, $Q=1620$ and $f=3.5$ eV, for which the surface value is $\langle N\rangle^*=63.05$. Evaluating $G$ at each whole number $n$ and looking for its turning points gives two equilibria with a loop present.

- At $n=379$, $R=27.5$ angstrom and $N=1241$. Here $S=1241/63.05=19.7$, and $G''\approx(-3.60+0.81)\times10^{-4}=-2.8\times10^{-4}$ eV. This is a maximum of $G$, hence unstable.
- At $n=1258$, $R=50.0$ angstrom and $N=362$. Here $S=362/63.05=5.74$, and $G''\approx(-0.60+2.76)\times10^{-4}=2.2\times10^{-4}$ eV. This is a local minimum, stable against small changes. It is not the lowest state: with all 1620 atoms free and no loop, $G$ is about 72 eV lower. This figure omits the entropy of placing the loop, which cancels only between states that contain a loop; it is of order $kT\ln M\approx4$ eV and does not change which state is lower. In this model a barrier of about 27 eV keeps the loop from dissolving, and the law for $S$ applies while the loop persists.

The formula gives 19.7 and 5.75 at these radii. The small difference at the second point comes from the term $\tfrac12\ln N$ dropped from Stirling's formula: keeping it replaces $N$ by about $N+\tfrac12$ in the condition $G'=0$, and $362.5/63.05=5.75$. The exponential law describes both equilibria; stability is a separate question.

**Q.** And if the matrix is so large that one loop cannot deplete it?

**A.** Then $S$ is fixed from outside. From $G'$ above, the matrix supplies atoms at the chemical potential

$$\mu=f+kT\ln\frac NM=kT\ln S .$$

The function to consider is $\Omega(n)=F(n)-n\,kT\ln S$. For the loop with $w=1$,

$$\frac{d\Omega}{dn}=\frac\gamma\sigma+\frac{\tau}{\sigma R}-kT\ln S .$$

This decreases with $R$, so its zero is a maximum of $\Omega$, at

$$R_c=\frac{\tau/\sigma}{kT\ln S-\gamma/\sigma}.$$

For $S=10$, $kT\ln S=0.230$ eV and $R_c=7.5/(0.2303-0.025)=36.5$ angstrom. A smaller loop lowers $\Omega$ by shrinking and a larger one by growing. If $S$ is below 1.28, the denominator is negative, $d\Omega/dn$ is positive at every radius, and all loops of this kind tend to shrink.

**Q.** Then two unequal loops cannot both be in equilibrium with the same matrix.

**A.** Not in this model, because $dE/dn$ is different for each radius. Loops of 20 and 50 angstrom call for $S=55$ and $S=5.8$. At any value between these, the first tends to shrink and the second to grow. Moving one atom from the small loop to the large one changes their total energy by about $0.175-0.400=-0.225$ eV. This is the driving force for coarsening; its speed requires a model of transport.

**Q.** Does every extended defect behave in this way?

**A.** No. Consider a rod that lengthens at fixed cross-section. Let its two ends cost $F_0$ together and each added atom cost $\varepsilon$:

$$F=F_0+n\varepsilon,\qquad D=\varepsilon,\qquad S=e^{\varepsilon/kT}.$$

The supersaturation is independent of length, although the average cost $\varepsilon+F_0/n$ is not. Since $F''=0$, the closed box has $G''=kT/N>0$ and is stable. At fixed $S$, the rod tends to lengthen if $kT\ln S>\varepsilon$ and to shorten if $kT\ln S<\varepsilon$.

**Q.** During an anneal, interstitials drain away to the surface. What is left of an equilibrium result?

**A.** The whole crystal is then out of equilibrium, and $S$ varies with position. The formula can still give the value near the defect, just outside its own strain field, provided that atoms attach and detach there much faster than diffusion carries them away. If exchange at the defect is the slow step, the local value falls below it for a shrinking defect and rises above it for a growing one. The derivation also took $f$ to be the same at every site, whereas a loop's own pressure field changes $f$ close to it. For silicon-like elastic constants, a radius of 50 angstrom and a relaxation volume between a quarter and one atomic volume, the shift near the centre of the loop is about 0.07 to 0.3 eV, comparable with $D$; two radii from the centre it has fallen to about 0.03 eV or less. Inside that region the chemical potential is still $D$, but the concentration varies from site to site. Stress from other sources also adds work to the cost of an atom in the defect, and this work must be included in $F$. If the stress changes $f$ in the matrix as well, $f$ no longer cancels against the value at an unstressed surface, and the change in $f$ must be subtracted from $D$ in the exponent.

One should also respect the exponential. An error $\delta$ in $D$ multiplies $S$ by $e^{\delta/kT}$; at $kT=0.1$ eV, an error of 0.1 eV changes it by a factor of 2.7. Read the other way, and only where the defect is in local equilibrium with the matrix and extra stress is absent, $D=kT\ln S$ turns a supersaturation just outside the defect's own strain field, known to within a factor of two, into a cost known to within $kT\ln2$, about 0.07 eV here.

All numerical values are calculated from the stated model.
